Inverse participation ratio of an exponentially localized lattice state

**Problem**

In an amorphous gate oxide some electron states spread over many metal sites, while others are held near a few. A simple model of the second kind is a state on an infinite chain of equivalent sites, numbered by all integers n, with the amplitude

ψ_n = A exp(−|n|/L), L > 0.

Here L is the decay length of the amplitude, measured in lattice spacings, and A is a constant. The inverse participation ratio is defined by

P = Σ_n |ψ_n|⁴ / (Σ_n |ψ_n|²)².

(a) Find P as a closed function of L. (b) Check it for L → 0 and for L → ∞. (c) Evaluate it for an electron bound at one low-lying site of a chain with site spacing 0.39 nm, nearest-neighbour hopping energy t = 0.30 eV and trap depth U = 0.80 eV.

**What P measures**

Let p_n = |ψ_n|²/Σ_m|ψ_m|² be the probability of finding the electron on site n. The definition then reads

P = Σ_n p_n².

This is the probability that two independent position measurements, on two identically prepared electrons, give the same site. If the electron is on one site with certainty, P = 1. If it is spread evenly over N sites, P = N(1/N)² = 1/N. The participation number 1/P therefore acts as an effective number of occupied sites. Since 0 ≤ p_n ≤ 1, each p_n² is at most p_n, and summing gives P ≤ 1 for any state.

**A tempting solution**

The state is symmetric about n = 0, so it seems enough to sum over n ≥ 0 and double the result. Write

q = exp(−2/L), 0 < q < 1.

Then |ψ_n|² = |A|² q^|n| and |ψ_n|⁴ = |A|⁴ q^(2|n|). The geometric series gives

Σ|ψ_n|² = 2|A|²(1 + q + q² + …) = 2|A|²/(1 − q),

Σ|ψ_n|⁴ = 2|A|⁴(1 + q² + q⁴ + …) = 2|A|⁴/(1 − q²).

The constant A cancels in the ratio:

P = [2/(1 − q²)] (1 − q)²/4 = (1 − q)/[2(1 + q)].

Multiplying numerator and denominator by exp(1/L) turns the fraction into a hyperbolic tangent:

P = ½ tanh(1/L). (wrong)

For large L this gives P ≈ 1/(2L), which falls to zero as it should for a state that spreads without limit. The answer also stays below 1. It looks sound.

**Where it fails**

Let L → 0. Every amplitude with n ≠ 0 then vanishes relative to ψ_0, and the electron sits on one site. P must tend to 1, but the formula tends to ½.

The fault is in the doubling. The sites n = 1, 2, 3, … have mirror partners at −1, −2, −3, …, but site 0 is its own mirror image. Doubling the sum over n ≥ 0 counts it twice. In effect the calculation describes a state with two equally strong central sites, and for such a state ½ is the right limit.

That reading can be made exact. Put the centre of the state midway between sites 0 and 1, so that ψ_n = A exp(−|n − ½|/L). The distances from the centre are ½, 3/2, 5/2, …, and each now occurs twice. Therefore

Σ|ψ_n|² = 2|A|²(q^½ + q^(3/2) + …) = 2|A|² q^½/(1 − q),

Σ|ψ_n|⁴ = 2|A|⁴(q + q³ + …) = 2|A|⁴ q/(1 − q²).

In the ratio the factor q cancels, and what remains is again ½ tanh(1/L). The tempting answer is correct for a bond-centred state, but the problem asks about a site-centred one. At L = 0.2 an explicit sum for the bond-centred state gives 0.499955.

**The right solution**

Count site 0 once and double the rest:

Σ|ψ_n|² = |A|²[1 + 2(q + q² + q³ + …)]
= |A|²[1 + 2q/(1 − q)]
= |A|²(1 + q)/(1 − q).

Multiply numerator and denominator by exp(1/L), using q exp(1/L) = exp(−1/L):

(1 + q)/(1 − q) = [exp(1/L) + exp(−1/L)]/[exp(1/L) − exp(−1/L)] = coth(1/L).

The fourth powers form the same series with q replaced by q² = exp(−4/L), which amounts to replacing 1/L by 2/L:

Σ|ψ_n|⁴ = |A|⁴(1 + q²)/(1 − q²) = |A|⁴ coth(2/L).

Dividing by the square of the first sum gives the answer to part (a):

P = coth(2/L)/coth²(1/L) = coth(2/L) tanh²(1/L).

A second form shows its behaviour more clearly. Let T = tanh(1/L). The double-angle rule tanh(2/L) = 2T/(1 + T²) gives coth(2/L) = (1 + T²)/(2T), and hence

P = ½ T(1 + T²).

Since dP/dT = ½(1 + 3T²) is positive, and T rises from 0 to 1 as 1/L rises from 0 to infinity, P grows steadily as the state shrinks. The tempting answer was ½T, so it is too small by the factor 1/(1 + T²). This factor is close to 1 when L is large, and so the large-L check could not expose the error.

The convention for L matters. If L were the decay length of the density, |ψ_n|² ∝ exp(−|n|/L), the amplitude length would be 2L. The result would become coth(1/L) tanh²(1/(2L)), which tends to 1/(4L) at large L. A quoted localization length has to be identified as one or the other before it is put into the formula.

**The compact limit, L → 0**

Expressed in q, the result is

P = [(1 + q²)/(1 − q²)] (1 − q)²/(1 + q)² = (1 + q²)(1 − q)/(1 + q)³,

where 1 − q² = (1 − q)(1 + q) has been used. For small q, (1 + q)⁻³ = 1 − 3q + 6q² − …. Multiplying by (1 − q) gives 1 − 4q + 9q² − …, and multiplying by (1 + q²) adds one more q²:

P = 1 − 4q + 10q² − …, q = exp(−2/L).

So P → 1, as required. The term −4q has a direct meaning. To first order each of the two neighbours takes a probability q, which leaves 1 − 2q on the centre, and squaring that gives 1 − 4q. The neighbours' own squares enter only at order q².

At L = 0.2 the explicit sum and 1 − 4q agree at 0.999818. At L = 0.5 they are 0.9300 and 0.9267. At L = 1 they are 0.602 and 0.459, and the two-term formula is no longer of use.

**The extended limit, L → ∞**

Now 1/L is small and T = 1/L − 1/(3L³) + …. To third order T³ = 1/L³, so

P = ½(T + T³) = ½[1/L + 2/(3L³) + …] = [1/(2L)][1 + 2/(3L²) + …].

Hence P → 0 as 1/(2L). The leading term also follows from replacing the sums by integrals, which is reasonable when the amplitude changes little from one site to the next:

∫exp(−2|x|/L)dx = L, ∫exp(−4|x|/L)dx = L/2,

P ≈ (L/2)/L² = 1/(2L).

For L = 2, 5 and 20 the explicit sums are 0.2804, 0.1025 and 0.02504, against 0.2500, 0.1000 and 0.02500 from 1/(2L). The integral estimate cannot hold for compact states: below L = ½ it exceeds 1, which no state allows.

Two conditions belong to this limit. First, the chain must be much longer than L. On a chain of N sites, letting L → ∞ at fixed N makes the state uniform, and P tends to 1/N instead of zero. Secondly, the amplitude must follow the smooth envelope. Suppose that it also oscillates, ψ_n = A cos(kn) exp(−|n|/L), with L large and k not near 0, π/2 or π. Over many sites cos²(kn) averages to ½. Because

cos⁴(kn) = 3/8 + ½ cos(2kn) + ⅛ cos(4kn),

the fourth power averages to 3/8. The ratio then gains the factor (3/8)/(½)² = 3/2, and P ≈ 3/(4L). An envelope length by itself does not fix P; the structure under the envelope counts too.

**A trap that produces this state**

For part (c), let the electron hop between neighbouring sites with amplitude −t, and let site 0 lie lower than the others by U > 0. The Schrödinger equation on the chain is

Eψ_n = −t(ψ_(n+1) + ψ_(n−1)) − U δ_(n,0) ψ_n.

Insert ψ_n = A exp(−|n|/L). For any n ≠ 0, one neighbour is larger than ψ_n by the factor exp(1/L) and the other is smaller by the same factor, so

E = −t[exp(1/L) + exp(−1/L)] = −2t cosh(1/L).

At n = 0 both neighbours are smaller:

E = −2t exp(−1/L) − U.

Equating the two expressions gives

U = 2t[cosh(1/L) − exp(−1/L)] = 2t sinh(1/L).

This has one positive solution L for every U > 0, so the assumed shape solves the trap problem on the infinite chain without approximation. From cosh² = 1 + sinh² the level is

E = −√(4t² + U²).

The band of the perfect chain starts at −2t, so the binding energy is √(4t² + U²) − 2t. Moreover

T = sinh(1/L)/cosh(1/L) = U/√(4t² + U²),

which links P directly to the trap. A shallow trap, U ≪ 2t, has T ≈ U/(2t) and P ≈ U/(4t). A deep one, U ≫ 2t, has exp(−1/L) ≈ t/U and therefore P ≈ 1 − 4t²/U².

**Numbers for the trap**

With the given energies,

sinh(1/L) = 0.80/(2 × 0.30) = 4/3, cosh(1/L) = √(1 + 16/9) = 5/3.

Their sum is exp(1/L) = 3, so the amplitude falls to one third at each step. Then

L = 1/ln 3 = 0.910 sites, or 0.910 × 0.39 nm = 0.355 nm.

The density ratio is q = 1/9, and with A = 1 the two sums are

coth(1/L) = (10/9)/(8/9) = 1.25,

coth(2/L) = (82/81)/(80/81) = 1.025.

The answer is

P = 1.025/1.25² = 0.656, 1/P = 1.52 sites.

The trap site carries the probability 1/1.25 = 0.80, each neighbour 0.80/9 = 0.089, and all other sites together about 0.022. The central site alone contributes 0.80² = 0.64 to P, which is nearly all of it. The tempting formula would give ½ × 0.80 = 0.40, which is 39% below the correct value. The integral estimate 1/(2L) gives 0.549, which is 16% below it.

The level lies at −√(0.36 + 0.64) eV = −1.00 eV, and the band starts at −0.60 eV, so the binding energy is 0.40 eV. Diagonalizing a chain of 201 sites gives the same level and P = 0.656000. Shortening the chain to 25 sites, or 9.36 nm between the end sites, changes P by 2 × 10⁻¹¹. Without an applied field, making the film thicker than this therefore has almost no effect on P for a state this small at its centre.

**How far this describes an oxide film**

The parameters are rough values meant to lie in the regime of amorphous SrTiO₃, with the chain sites standing for titanium atoms. A film of about 9 nm is thick compared with the few nanometres of a high-k layer in a logic transistor. Of the assumptions tested here, the single chain has the largest effect on P. A titanium t₂g orbital in the crystal hops well in two directions, and an amorphous network has no straight chains at all. Placing parallel chains without traps on both sides of the chain that holds the trap, with t and U held fixed, gives a first idea of the effect. For a hopping of 0.03 eV between chains, P = 0.646. For 0.30 eV, equal to the hopping along the chain, P drops to 0.195, or about five sites, and the binding energy drops from 0.40 to 0.077 eV. That is about three times kT at 300 K. Going from 21 × 21 to 31 × 31 sites moves this P by only −8 × 10⁻⁵, so the drop is not an effect of the cluster size. The sheet of chains still leaves out hopping in the third direction. On a simple cubic lattice with equal hopping t in all three directions, a single low site binds an electron only if U exceeds about 3.96t, which is 1.19 eV here. A trap 0.80 eV deep would then bind none. That isotropic case is not the t₂g case, where hopping in the third direction is weak. With 0.30 eV in two directions, the threshold is about 0.66 eV for a third-direction hopping of 0.03 eV and about 0.86 eV for 0.10 eV, so whether this trap binds depends on that small hopping. The value 0.656 belongs to the chain and should not be read as a prediction for the film.

The other estimates return to the single chain of 25 sites, with one effect added at a time.

Disorder. Let the site energies and hoppings vary at random with standard deviations of 0.10 eV and 0.05 eV. Over 2000 samples the mean of P is 0.643, with a standard deviation of about 0.07 between samples. The sampling error of the mean is about 0.002, so its third digit is uncertain. The scatter from trap to trap is about 11% of the mean, so the value for the ordered chain describes a typical trap and not each single one.

Field. At 1 MV/cm the site energy changes by 0.039 eV per spacing. P moves only to 0.651, but with electrodes at the ends of the chain the electron can now tunnel out much more easily. The tilted band bottom reaches the trap level after about 0.40/0.039 ≈ 10 spacings, while the end site is 12 spacings from the trap. If both end sites absorb the electron, described by an imaginary energy −i × 0.30 eV on each, the level acquires a width Γ = 4 × 10⁻⁸ eV. The lifetime ħ/Γ is about 17 ns, against about 0.3 ms without the field. A width so small against the binding energy leaves the shape of the state almost untouched, yet it empties the trap quickly on the scale of many electrical measurements. P describes how concentrated the electron is while it is trapped, and does not say how long it stays. The lifetime depends on the assumed thickness, field and contacts, and does not carry over to another film. At the same field, absorption strengths of 0.10 and 1.0 eV give 26 and 32 ns, semi-infinite chains as electrodes give about 4 ns, and chains of 17 to 33 sites give between about 2 and 17 ns. At 0.5 and 1.5 MV/cm the lifetime is about 8 μs and 50 ps. Only its order of magnitude at the given field is meaningful.

Temperature. At 300 K, kT = 0.026 eV, and the chain's binding energy is 15.5 kT. Thermal release is therefore strongly activated in this model. With full hopping between the chains the corresponding figure is only about 3, so the barrier to thermal release is much weaker. Neither figure alone gives a release time, which also depends on an attempt frequency.

Lattice relaxation. Let each site have a local displacement u_n with elastic energy ½Ku_n², and let the displacement lower the site energy by gu_n. For a normalized state the energy that depends on u_n is

½Ku_n² − gu_n|ψ_n|².

Setting its derivative to zero gives u_n = g|ψ_n|²/K. With E_p = g²/(2K), the site is lowered by gu_n = 2E_p|ψ_n|². Substituting u_n back and summing over sites gives, for a fixed state, the total energy change

−[g²/(2K)] Σ_n|ψ_n|⁴ = −E_p P.

Here P has an energetic meaning: in this model, the more compact the charge, the more the total energy falls when the lattice relaxes around it. The elastic energy itself rises, but the electron's energy falls by twice as much. For E_p = 0.20 eV and the unrelaxed state the total falls by 0.20 × 0.656 = 0.13 eV. The state then contracts in the well it has dug. Iterating until state and displacements agree gives P = 0.787, and direct minimization of the total energy over all displacements gives the same value. Relaxation thus acts against the spreading caused by hopping between chains. Which of the two prevails in a real film cannot be decided from these separate estimates. They also omit the Coulomb interaction with other charges and the true atomic network.

The main computed values are listed in the numerical output below.

Computed results

```
IPR from explicit sums (dimensionless; L in sites)
L=0.2: P=0.999818, 1-4exp(-2/L)=0.999818
L=0.5: P=0.929973, 1-4exp(-2/L)=0.926737
L=1.0: P=0.601669, 1-4exp(-2/L)=0.458659
L=2.0: P=0.280402, 1/(2L)=0.250000
L=5.0: P=0.102532, 1/(2L)=0.100000
L=20.0: P=0.025042, 1/(2L)=0.025000
L=50.0: P=0.010003, 1/(2L)=0.010000
coefficient of -exp(-2/L), at L=0.2: 3.9995
coefficient of 1/L^2 in 2LP, at L=50: 0.6663
midpoint-centred state, L=0.2: P=0.499955
Trap chain (rough model inputs)
site spacing: 0.39 nm
hopping t: 0.30 eV
trap depth U: 0.80 eV
amplitude ratio per site: 0.333333
decay length L: 0.9102 sites = 0.3550 nm
tanh(1/L), weight on trap site: 0.8000
weight on trap site, diagonalized: 0.8000
coth(2/L): 1.0250
P, formula: 0.656000
P, diagonalized 201-site chain: 0.656000
participation number 1/P: 1.5244 sites
continuum estimate 1/(2L): 0.5493
trap level: -1.0000 eV; band bottom: -0.6000 eV
binding energy: 0.4000 eV
film: 25 sites, 9.36 nm between end sites
P shift, 25-site minus 201-site chain: 2.0e-11
Neglected effects (rough model strengths)
disorder SD: site 0.10 eV, hopping 0.05 eV
disorder, 2000 samples: mean P=0.6426, SD=0.0711
field: 1.0 MV/cm; energy step per site: 0.0390 eV
P in field: 0.6511
electrode absorption strength at end sites: 0.30 eV
tunnelling width: 3.95e-08 eV; lifetime: 1.67e-08 s
kT at 300 K: 0.0259 eV; binding/kT: 15.47
interchain hopping 0.03 eV: P=0.6457, binding=0.3433 eV
interchain hopping 0.30 eV: P=0.1953, binding=0.0766 eV
P shifts, 31x31 minus 21x21: weak -2.6e-09, full -8.0e-05
lattice relaxation E_p=0.20 eV: P=0.7874
same, by direct minimization: P=0.7874
```
